\section*{Superposed Atomic Densities, Their Electron Count, and the Harris Energy Error}

\section{What symmetry and dimensions suggest}

A self-consistent density-functional calculation of a crystal can start from a trial density, which fixes the first potential and hence the first orbitals. Let the first guess be a sum of spherical free-atom densities, one around each ion and each of its periodic images. I write a periodic density in a cell of volume $\Omega$ as
\begin{equation}
n(\mathbf r)=\sum_{\mathbf G}n(\mathbf G)e^{i\mathbf G\cdot\mathbf r},\qquad
n(\mathbf G)=\frac1\Omega\int_\Omega n(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
\end{equation}
Three facts suggest the form of $n(\mathbf G)$; the next section derives it and shows that the remaining factor is a property of the atom alone, independent of the cell. Moving an atom from the origin to $\boldsymbol\tau$ multiplies its coefficient by $e^{-i\mathbf G\cdot\boldsymbol\tau}$. Rotating a spherical atom changes nothing, so the remaining factor depends on $|\mathbf G|$ alone. Finally, $n(\mathbf G)$ is a number per volume, so that factor is a number of electrons divided by $\Omega$. Hence
\begin{equation}
n(\mathbf G)=\frac1\Omega\sum_a e^{-i\mathbf G\cdot\boldsymbol\tau_a}f_a(|\mathbf G|),
\label{eq:super}
\end{equation}
with a form factor $f_a$ still to be found. Formulas are in atomic units; numbers are in eV and angstrom.

\section{One atom per cell}

Take one atom at the origin with density $\rho(r)$, repeated at all lattice vectors $\mathbf R$. Then
\begin{align}
\Omega\,n(\mathbf G)&=\sum_{\mathbf R}\int_\Omega\rho(|\mathbf r-\mathbf R|)e^{-i\mathbf G\cdot\mathbf r}d^3r\\
&=\sum_{\mathbf R}\int_{\Omega-\mathbf R}\rho(r')e^{-i\mathbf G\cdot\mathbf r'}d^3r'
=\int_{\text{all space}}\rho(r)e^{-i\mathbf G\cdot\mathbf r}d^3r .
\end{align}
The second line sets $\mathbf r=\mathbf r'+\mathbf R$ and uses $e^{-i\mathbf G\cdot\mathbf R}=1$. The shifted cells fill space once. With $\mu$ the cosine of the angle between $\mathbf G$ and $\mathbf r$, the average over directions is
\begin{equation}
\frac12\int_{-1}^{1}e^{-iqr\mu}d\mu=\frac{e^{iqr}-e^{-iqr}}{2iqr}=\frac{\sin qr}{qr},
\end{equation}
and therefore
\begin{equation}
f(q)=4\pi\int_0^\infty r^2\rho(r)\frac{\sin qr}{qr}\,dr .
\label{eq:f}
\end{equation}

\textit{Limit of small $q$.} Since $\sin(qr)/(qr)\to1$, $f(0)$ is the number of electrons in the atomic table.

\textit{A density with a known transform.} For $\rho=(\zeta^3/\pi)e^{-2\zeta r}$, which holds one electron, I need $\int_0^\infty re^{-ar}\sin qr\,dr$. It is $-d/da$ of $\int_0^\infty e^{-ar}\sin qr\,dr=q/(a^2+q^2)$, that is $2aq/(a^2+q^2)^2$. With $a=2\zeta$,
\begin{equation}
f(q)=\frac{4\zeta^3}{q}\,\frac{4\zeta q}{(4\zeta^2+q^2)^2}=\frac{1}{(1+q^2/4\zeta^2)^2}.
\end{equation}
It starts at 1, decreases steadily with $q$, and has dropped to $\frac14$ at $q=2\zeta$: the scale of the decay is the inverse size of the atom.

\section{Several atoms and the electron count}

Both operations are linear, so adding atoms gives Eq.~(\ref{eq:super}) with Eq.~(\ref{eq:f}) for each. At $\mathbf G=0$ all phases are 1:
\begin{equation}
\Omega\,n(0)=\int_\Omega n\,d^3r=\sum_af_a(0)\equiv N_{\rm at}.
\end{equation}
A density of $N$ electrons has $n(0)=N/\Omega$. If the tables add up to $N$, nothing needs resetting. They may not: a table that stops at radius $r_c$ loses $4\pi\int_{r_c}^\infty r^2\rho\,dr$, quadrature has errors, and neutral atoms miscount a charged cell.

The miscount matters because of electrostatics. Let the ions carry total charge $N$, and let $\rho_c$ be ionic minus electronic charge density. Integrate $\nabla^2\phi=-4\pi\rho_c$ over the cell. The left side is the flux of $\nabla\phi$ through the cell faces, which cancels between opposite faces for a periodic $\phi$. So
\begin{equation}
0=-4\pi\int_\Omega\rho_c\,d^3r=-4\pi(N-N_{\rm at}).
\end{equation}
Unless $N_{\rm at}=N$, no periodic potential exists. Omitting the $\mathbf G=0$ term of the electrostatic potential, as the calculation below does, amounts to adding a uniform background that cancels the net charge $N-N_{\rm at}$: a periodic potential then exists, and the background carries the charge of the missing electrons, spread uniformly over the cell. (If the ions do not carry charge $N$, the reset still gives the right electron count, and the omission amounts to a uniform compensating background.)

The remedy is to set $n(0)=N/\Omega$ and leave the other coefficients alone. By Parseval's identity a change $\Delta n$ has
\begin{equation}
\int_\Omega|\Delta n|^2d^3r=\Omega\sum_{\mathbf G}|\Delta n(\mathbf G)|^2 .
\end{equation}
The count fixes the $\mathbf G=0$ term, and the others are smallest at zero. The reset is thus the least-squares smallest correction. It adds the constant $(N-N_{\rm at})/\Omega$ and leaves the Hartree potential unchanged. Multiplying every coefficient by $N/N_{\rm at}$ also restores the count, at the price of a larger change. If the tables hold too much charge, the reset subtracts a constant and may make low densities negative.

\section{Numbers for a two-ion cell}

The model has two ions of charge 1 with potentials $-\operatorname{erf}(r/w)/r$, where $w=0.5$ (A) and $0.8$ angstrom (B). They are 1.2 angstrom apart along the direction $(2,2,1)$ of a cubic cell of side $L=5$ angstrom, with $N=2$. Exchange is local and correlation is left out:
\begin{equation}
E_x=-\frac34\Big(\frac3\pi\Big)^{1/3}\!\int n^{4/3}d^3r,\qquad v_x=\frac{\delta E_x}{\delta n}=-\Big(\frac{3n}\pi\Big)^{1/3}.
\end{equation}
Each free atom has one electron, treated without spin polarization and solved self-consistently by finite differences on a radial grid. Its table is then cut at $r_c=3$ angstrom.

The cut tables hold $f_A(0)=0.97127$ and $f_B(0)=0.93548$ electrons, so $N_{\rm at}=1.90675$ and $0.09325$ electrons are missing. In electrons per cubic angstrom, $n(0)=1.90675/125=0.015254$ must become $2/125=0.016000$, a uniform addition of $0.000746$. Rescaling would make a change 2.04 times as large in the root-mean-square sense.

At the shortest nonzero $|\mathbf G|=2\pi/L=1.2566$ inverse angstrom, cutting the table \emph{raises} $f_A$ from 0.590 to 0.595. At $r=3$ angstrom $qr=3.77$ already exceeds $\pi$, so $\sin(qr)/(qr)$ is negative from there out to 5 angstrom, and the lost tail had been lowering $f_A$. The reset does not repair this part of the damage.

The cut also affects positivity. The farthest points of the cell lie about 3.8 angstrom from the nearest ion, beyond every table. The atomic sum vanishes there, but its Fourier series, kept up to a finite $|\mathbf G|$, oscillates about zero. On a $20^3$ grid, with the 140 eV cutoff described below, the lowest density is $-0.000215$ electrons per cubic angstrom; the value depends on where the series is truncated (about $-0.00018$ for 450 eV on a $40^3$ grid). The reset lifts it to $-0.000215+0.000746=0.000531$. Rescaling keeps the sign and gives $-0.000225$.

\section{The Harris energy with one variable}

How much does an imperfect starting density cost in energy? First let the density be a single number $x$, the occupation of one site at energy $v$. Let $B(v)$ be the sum of occupied levels, with $B'(v)=x_{\rm out}$, and let $h(x)$ be the interaction energy, which adds $h'(x)$ to the site energy. The Harris energy evaluates the levels once, in the potential of the input $x$, and removes the double counting with the same $x$:
\begin{equation}
E(x)=B\big(v+h'(x)\big)+h(x)-x\,h'(x).
\end{equation}
Differentiate:
\begin{equation}
E'(x)=x_{\rm out}h''+h'-h'-xh''=(x_{\rm out}-x)\,h''(x).
\label{eq:toy}
\end{equation}
At self-consistency $x_{\rm out}=x=x_0$ and the slope vanishes.

\textit{Limit of a rigid system.} Let $x_{\rm out}=x_0$ whatever the potential, so $B(v)=x_0v$, and let $h=\frac12Ux^2$. Then
\begin{equation}
E(x)=x_0v+x_0Ux-\tfrac12Ux^2=x_0v+\tfrac12Ux_0^2-\tfrac12U(x-x_0)^2 .
\end{equation}
The error is purely quadratic, and negative for a repulsive $U$.

\section{The Harris energy of a density}

Now let the variable be a function. Let $v_{\rm ext}$ be the ionic potential, $E_{\rm Hxc}$ the Hartree plus exchange-correlation energy, $v_{\rm Hxc}=\delta E_{\rm Hxc}/\delta n$, and $K=\delta v_{\rm Hxc}/\delta n$, a symmetric kernel. $B[v]$ is the sum of the occupied eigenvalues for $N$ electrons in the potential $v$. The Harris energy is
\begin{equation}
E_{\rm Ha}[n]=B\big[v_{\rm ext}+v_{\rm Hxc}[n]\big]+E_{\rm Hxc}[n]-\int v_{\rm Hxc}[n]\,n\,d^3r .
\label{eq:harris}
\end{equation}
Let $n_{\rm out}$ be the density of the occupied orbitals in that potential and $T_{\rm out}$ their kinetic energy. Then
\begin{equation}
B=T_{\rm out}+\int(v_{\rm ext}+v_{\rm Hxc}[n])\,n_{\rm out}\,d^3r .
\label{eq:B}
\end{equation}
At the self-consistent density $n_0$, where $n_{\rm out}=n=n_0$, the two $v_{\rm Hxc}$ integrals cancel and $E_{\rm Ha}[n_0]$ is the Kohn--Sham energy $E_0$.

I assume a gap above the occupied states and a positive density near $n_0$. The first makes the output density a smooth function of the potential; the second makes local exchange smooth. First-order perturbation theory shifts each level by the expectation value of $\delta v$, so $\delta B=\int n_{\rm out}\,\delta v\,d^3r$. Therefore
\begin{align}
\delta E_{\rm Ha}&=\int n_{\rm out}\,\delta v_{\rm Hxc}+\int v_{\rm Hxc}\,\delta n-\int n\,\delta v_{\rm Hxc}-\int v_{\rm Hxc}\,\delta n\\
&=\int(n_{\rm out}-n)\,\delta v_{\rm Hxc}\,d^3r,
\label{eq:first}
\end{align}
which is Eq.~(\ref{eq:toy}) with a function in place of $x$. It vanishes at $n_0$ for every $\delta n$.

For the size of the error, follow the path $n_\lambda=n_0+\lambda\delta$ from $\lambda=0$ to 1, where $\delta=n_{\rm in}-n_0$. The potential changes by $\lambda K\delta$ to first order. Let $\chi_0$ be the response of the density of independent electrons to a potential, and $\delta_{\rm out}=\chi_0K\delta$. Then
\begin{equation}
n_{{\rm out},\lambda}-n_\lambda=\lambda(\delta_{\rm out}-\delta)+O(\delta^2),\qquad
\frac{dv_{\rm Hxc}}{d\lambda}=K\delta+O(\delta^2),
\end{equation}
with $K$ and $\chi_0$ taken at $n_0$. Insert both in Eq.~(\ref{eq:first}) and use $\int_0^1\lambda\,d\lambda=\frac12$:
\begin{equation}
E_{\rm Ha}[n_{\rm in}]-E_0=\frac12\int(\delta_{\rm out}-\delta)\,K\delta\,d^3r+O(\delta^3).
\label{eq:second}
\end{equation}
This is the second-order statement, with its coefficient.

\textit{Limits.} Without interaction, $K=0$ and the error vanishes. For rigid orbitals, $\delta_{\rm out}=0$ and $-\frac12\int\delta K\delta$ remains, as in the one-variable case. The Hartree part of this term is never positive. Exchange enters $K$ with the opposite sign, so the sign of the whole error is not fixed in general.

\textit{Without the double-counting terms.} The eigenvalue sum alone changes by $\int n_0K\delta\,d^3r$ to first order. The other terms of Eq.~(\ref{eq:harris}) cancel this.

\textit{The role of the reset.} Equation~(\ref{eq:first}) did not require $\int\delta\,d^3r=0$. Take a uniform error $\delta=c$. With the $\mathbf G=0$ Hartree term omitted, $Kc$ comes from exchange alone, and the error is still quadratic in $c$. The reset restores the electron count. With the $\mathbf G=0$ term omitted it leaves the electrostatic potential unchanged and reaches the Harris energy through exchange alone; the second-order property does not depend on it.

\section{Comparison with the output Kohn--Sham energy}

The output orbitals also have a Kohn--Sham energy of their own, $E_{\rm KS}[n_{\rm out}]=T_{\rm out}+\int v_{\rm ext}n_{\rm out}+E_{\rm Hxc}[n_{\rm out}]$. Eliminate $T_{\rm out}$ with Eq.~(\ref{eq:B}) and subtract Eq.~(\ref{eq:harris}):
\begin{equation}
E_{\rm KS}[n_{\rm out}]-E_{\rm Ha}[n_{\rm in}]=E_{\rm Hxc}[n_{\rm out}]-E_{\rm Hxc}[n_{\rm in}]-\int v_{\rm Hxc}[n_{\rm in}](n_{\rm out}-n_{\rm in})\,d^3r .
\end{equation}
The right side is $E_{\rm Hxc}$ minus its tangent at $n_{\rm in}$, so for the positive densities assumed above it is of second order in $n_{\rm out}-n_{\rm in}$. It can be computed without knowing $E_0$. If $n_0$ is the minimum, $E_{\rm KS}[n_{\rm out}]\ge E_0$, whereas $E_{\rm Ha}$ has no such bound.

\section{Energy errors in the two-ion cell}

The two electrons share one orbital, sampled at $\Gamma$ and expanded in the 461 plane waves with kinetic energy up to 140 eV. Density coefficients are kept up to twice the largest orbital wave vector, the reach of a product of two orbitals. Iterating to self-consistency gives $E_0=-12.366$ eV ($-0.45446$ hartree) and a direct gap of 5.70 eV at $\Gamma$. These are numbers of the $\Gamma$-sampled model, not of the converged crystal. A cutoff of 300 eV lowers $E_0$ by only 0.002 eV, but the occupied band is about 0.8 eV wide: a $3\times3\times3$ k-point mesh raises $E_0$ to $-11.42$ eV, and in the same potential the gap over the zone-centre and zone-boundary points is about 3.2 eV. The energy leaves out the ion--ion repulsion and the average ionic potential, neither of which depends on the density.

Four starting densities give these errors relative to $E_0$, in eV, with $\int|\delta|\,d^3r$ in electrons:

\begin{center}
\begin{tabular}{lccc}
start & $\int|\delta|$ & Harris & $E_{\rm KS}[n_{\rm out}]$\\
uncut tables & 0.333 & $-0.121$ & $0.080$\\
cut, not reset & 0.346 & $-0.111$ & $0.096$\\
cut, reset & 0.354 & $-0.109$ & $0.076$\\
cut, rescaled & 0.353 & $-0.050$ & $0.051$
\end{tabular}
\end{center}

In the second and fourth rows the density is negative in places, and exchange counts it there as zero. In all four rows the two energies bracket $E_0$. The uncut start has the smallest integrated error and yet the largest Harris error; the rescaled start has the smallest. This does not conflict with Eq.~(\ref{eq:second}), which weights $\delta$ with $K$ and the response and not with its absolute value. Nor is the least-change property contradicted, since it measures distance from the cut density, not from $n_0$. The ranking is an observation for this cell sampled at $\Gamma$ only. On a $3\times3\times3$ mesh the Harris errors of the four rows become $-0.34$, $-0.34$, $-0.32$ and $-0.24$ eV, and the uncut start has the largest integrated error (0.56 electrons) instead of the smallest, while the bracket around $E_0$ and the smallest Harris error of the rescaled start persist. As for the ranking at $\Gamma$, its cause is not analysed here, and the rescaled start, being negative in places, lies outside the positivity assumed for Eq.~(\ref{eq:second}).

Now take the reset start and shrink its error to $\lambda\delta$. The Harris errors for $\lambda=1,\frac14,\frac1{16}$ are $-0.10912$, $-0.0071534$ and $-0.00044939$ eV. The last two have the ratio 15.92, close to the 16 of a quadratic law.

The coefficient follows from Eq.~(\ref{eq:second}). Let $\psi_m$ and $\varepsilon_m$ be the orbitals and levels at $n_0$, and $u=K\delta$. For one doubly occupied orbital, first-order perturbation theory gives
\begin{equation}
\delta_{\rm out}=4\,{\rm Re}\,\psi_0^*\sum_{m>0}\psi_m\frac{\langle m|u|0\rangle}{\varepsilon_0-\varepsilon_m},\qquad
\frac12\int u\,\delta_{\rm out}\,d^3r=2\sum_{m>0}\frac{|\langle m|u|0\rangle|^2}{\varepsilon_0-\varepsilon_m}\le0 .
\end{equation}
One factor 2 in $\delta_{\rm out}$ is the occupation; the other comes from varying both $\psi_0$ and $\psi_0^*$. The response part is $-0.0505$ eV and the input part $-\frac12\int\delta K\delta\,d^3r$ is $-0.0647$ eV, together $-0.1152$ eV. At $\lambda=\frac14$ this predicts $-0.1152/16=-0.00720$ eV, against the computed $-0.00715$ eV. At $\lambda=1$ the quadratic term overestimates the size of the error by about 6\% of the computed value; higher orders supply the rest.

The eigenvalue sum has the slope $\int n_0K\delta\,d^3r=-1.073$ eV per unit $\lambda$. To leading order, at $\lambda=1$, it would thus be wrong by about ten times the Harris error.

Finally, take one sixteenth of the uniform deficit as the whole error. The Harris error is $+2.0\times10^{-5}$ eV, and it falls with the power 2.00 when the deficit is reduced by a further factor of 4. The positive sign is that of exchange: its kernel is $-\frac13(3/\pi)^{1/3}n_0^{-2/3}$, which makes $-\frac12\int\delta K\delta\,d^3r$ positive, and here this outweighs the negative response part.
